# Pair-production threshold for a hot carrier in parabolic bands, part 1

(Sections cited here and not found follow in the second part.)

## First half: the conservation laws and the lower bound

**Q.** An insulator has an energy gap $E_g$. An electron in the conduction band is accelerated by a strong field until its kinetic energy equals $E_g$. It can then give up that energy, drop to the bottom of the band, and lift a valence electron across the gap. Why should pair production need anything more?

**A.** The energy balance of that event is correct, but its momentum balance is not. After the event you have two conduction electrons at the bottom of their band and a missing electron at the top of the valence band. If both band edges lie at zero wave vector, these final carriers have no momentum at all. The incoming electron had kinetic energy, and therefore momentum. That momentum has to go somewhere, and carriers that take it up must move, which costs kinetic energy on top of the gap.

**Q.** Then the answer depends on how momentum and energy are related. Which relation do you assume?

**A.** Isotropic parabolic bands with their extrema at the same wave vector, which I take as $\mathbf k=0$. In Hartree atomic units $\hbar=1$, so a wave vector is also a crystal momentum, and masses are counted in free-electron masses. With the zero of energy at the bottom of the conduction band, the energies of an electron in the two bands are

$$
\varepsilon_c(\mathbf k)=\frac{k^2}{2m_e},\qquad
\varepsilon_v(\mathbf k)=-E_g-\frac{k^2}{2m_h}.
$$

Both $m_e$ and $m_h$ are positive. The minus sign in front of the second kinetic term says that the valence band bends downward away from its top. The valence band is full before the event, the final conduction states are empty, and the carriers exchange energy and momentum with each other alone. No phonon takes part, and the applied field does no work during the collision.

**Q.** Why may I conserve crystal momentum? The electrons move in the potential of the ions, and their true momentum is not conserved.

**A.** It follows from lattice periodicity. Let the incoming electron have wave vector $\mathbf k_i$ and the valence electron $\mathbf k_v$, and let the two final conduction electrons have $\mathbf k_1$ and $\mathbf k_2$. The amplitude for the event contains

$$
A=\iint \psi_1^*(\mathbf r)\,\psi_2^*(\mathbf r')\,U(\mathbf r,\mathbf r')\,\psi_i(\mathbf r)\,\psi_v(\mathbf r')\,d^3r\,d^3r' .
$$

The screened interaction $U$ is unchanged when both positions are shifted by the same lattice vector $\mathbf R$. Each Bloch function obeys $\psi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r)$, and a complex-conjugated one acquires the opposite phase. Shifting both integration variables by $\mathbf R$ does not change the integral, so

$$
A=e^{i(\mathbf k_i+\mathbf k_v-\mathbf k_1-\mathbf k_2)\cdot\mathbf R}\,A .
$$

If $A$ is not zero, the phase factor must equal 1 for every lattice vector. The combination in the bracket is then a reciprocal-lattice vector. The exchange amplitude, with 1 and 2 interchanged, carries the same phase and gives the same condition.

**Q.** A reciprocal-lattice vector is not necessarily zero.

**A.** No, and taking it to be zero is a further assumption. It restricts us to events without umklapp. I shall return to the other case once the simple one is settled. With this restriction, the two laws are

$$
\mathbf k_i+\mathbf k_v=\mathbf k_1+\mathbf k_2,
$$

$$
\varepsilon_c(\mathbf k_i)+\varepsilon_v(\mathbf k_v)=\varepsilon_c(\mathbf k_1)+\varepsilon_c(\mathbf k_2).
$$

The second law treats the initial and final states as having sharp energies. Broadening by collisions is neglected.

**Q.** There are two electrons on each side, yet you spoke of three final carriers. Where is the third?

**A.** It is the hole, and it appears when the valence electron is moved to the other side of both equations. A full valence band has zero total wave vector, because $\mathbf k$ and $-\mathbf k$ are both occupied. Removing the electron at $\mathbf k_v$ leaves the band with total wave vector $-\mathbf k_v$. I therefore define

$$
\mathbf k_h=-\mathbf k_v .
$$

The momentum law becomes

$$
\mathbf k_i=\mathbf k_1+\mathbf k_2-\mathbf k_v=\mathbf k_1+\mathbf k_2+\mathbf k_h .
$$

For the energy, insert the band energies:

$$
\frac{k_i^2}{2m_e}-E_g-\frac{k_v^2}{2m_h}
=\frac{k_1^2}{2m_e}+\frac{k_2^2}{2m_e}.
$$

Adding $E_g+k_v^2/2m_h$ to both sides, and using $k_v^2=k_h^2$, gives

$$
\frac{k_i^2}{2m_e}=E_g+\frac{k_1^2}{2m_e}+\frac{k_2^2}{2m_e}+\frac{k_h^2}{2m_h}.
$$

The gap is paid once, for one pair. The hole's kinetic energy enters with a plus sign, because an electron taken from deeper in the valence band needs a larger lift.

**Q.** Is $\mathbf k_h/m_h$ the velocity of anything, or only a convenient ratio?

**A.** It is the group velocity of the valence state that was emptied. The gradient of the valence energy is

$$
\nabla_{\mathbf k}\varepsilon_v\Big|_{\mathbf k_v}=-\frac{\mathbf k_v}{m_h}=\frac{\mathbf k_h}{m_h}.
$$

The two minus signs, one from the band curvature and one from the definition of $\mathbf k_h$, cancel. The hole behaves in both laws like a particle of positive mass $m_h$, momentum $\mathbf k_h$ and kinetic energy $k_h^2/2m_h$.

**Q.** Let me try to find the cheapest event by guessing. One final electron keeps all the momentum, and the other two carriers are created at rest.

**A.** Write $\mathbf K$ for the incoming wave vector $\mathbf k_i$, and $E=K^2/2m_e$ for the incoming kinetic energy. In your event $\mathbf k_1=\mathbf K$, so this one electron still has kinetic energy $K^2/2m_e=E$. The energy law then reads $E=E_g+E$, which no value of $E$ satisfies. An electron that keeps its momentum keeps its energy too, and nothing is left for the gap.

**Q.** Then let the two electrons share the momentum equally, with the hole at rest.

**A.** Now $\mathbf k_1=\mathbf k_2=\mathbf K/2$ and $\mathbf k_h=0$. The final kinetic energy is

$$
2\,\frac{(K/2)^2}{2m_e}=\frac{K^2}{4m_e}=\frac E2 .
$$

The energy law gives $E=E_g+E/2$, hence $E=2E_g$. This is a permitted event for any hole mass. The threshold therefore cannot lie above $2E_g$. It can lie below, since the hole has not been asked to carry anything.

**Q.** Sharing helps, then. But there are three vectors, which is nine components, and they are tied together by the conservation laws. How do you find the best sharing without trying them all?

**A.** First ask a simpler question: for a given total momentum $\mathbf K$, what is the smallest kinetic energy that the three final carriers can have? Denote their kinetic energy by

$$
T=\frac{k_1^2}{2m_e}+\frac{k_2^2}{2m_e}+\frac{k_h^2}{2m_h}.
$$

Let the index $j$ run over the three carriers, with masses $m_1=m_2=m_e$ and $m_3=m_h$, and with velocities $\mathbf v_j=\mathbf k_j/m_j$, where $\mathbf k_3=\mathbf k_h$. Then

$$
T=\frac12\sum_j m_jv_j^2,\qquad \mathbf K=\sum_j m_j\mathbf v_j .
$$

Define the total mass and the mean velocity of the final carriers,

$$
M=2m_e+m_h,\qquad \mathbf V=\frac{\mathbf K}{M}.
$$

Now measure each velocity from $\mathbf V$ and expand the square:

$$
\frac12\sum_j m_j|\mathbf v_j-\mathbf V|^2
=\frac12\sum_j m_jv_j^2-\mathbf V\cdot\sum_j m_j\mathbf v_j+\frac{V^2}{2}\sum_j m_j .
$$

The first sum is $T$. The second is $\mathbf K$, and the third is $M$. Since $\mathbf V=\mathbf K/M$, the right-hand side is

$$
T-\frac{K^2}{M}+\frac{K^2}{2M}=T-\frac{K^2}{2M}.
$$

Rearranged, this is

$$
T=\frac{K^2}{2M}+\frac12\sum_j m_j|\mathbf v_j-\mathbf V|^2 .
$$

**Q.** So the first term is the energy of the common motion, and the second is the energy of the motion relative to it.

**A.** Yes. The first term is fixed by $\mathbf K$. The second is a sum of squares with positive masses, so it cannot be negative. Therefore

$$
T\ge\frac{K^2}{2M},
$$

with equality if and only if all three carriers have the velocity $\mathbf V$. The cheapest way to carry a given momentum is to move together.

**Q.** I would have used Lagrange multipliers. Would I have found the same state?

**A.** You would. Making $T-\boldsymbol\lambda\cdot(\mathbf k_1+\mathbf k_2+\mathbf k_h-\mathbf K)$ stationary with respect to each wave vector gives $\mathbf k_j/m_j=\boldsymbol\lambda$ for every $j$. Summing $\mathbf k_j=m_j\boldsymbol\lambda$ gives $\mathbf K=M\boldsymbol\lambda$, so $\boldsymbol\lambda=\mathbf V$. The multiplier is the common velocity. The expansion of the square shows in addition that this stationary point is the global minimum, without an examination of second derivatives.

**Q.** Apply the separation to my second guess, the one with the hole at rest. How much was wasted?

**A.** There $T=K^2/4m_e$. The energy of relative motion is

$$
\frac{K^2}{4m_e}-\frac{K^2}{2M}
=\frac{K^2(M-2m_e)}{4m_eM}
=\frac{K^2m_h}{4m_eM},
$$

because $M-2m_e=m_h$. It is positive for every finite positive hole mass. It tends to zero, at fixed $K$ and $m_e$, when the hole becomes very light. In that limit the hole can carry almost no momentum at the common velocity, and leaving it at rest does little harm.

**Q.** You have minimized the final energy at fixed momentum. I want the smallest incoming energy, and changing that energy changes the momentum as well. Is there not a circle in the argument?

**A.** There is no circle, because the inequality holds for every $\mathbf K$. Take any event that satisfies both laws. Its energy law is $E=E_g+T$, and its own momentum obeys $K^2=2m_eE$. The lower bound on $T$ therefore becomes

$$
T\ge\frac{K^2}{2M}=\frac{m_e}{M}E .
$$

Inserting this in the energy law gives

$$
E\ge E_g+\frac{m_e}{M}E .
$$

Move the last term to the left:

$$
E\left(1-\frac{m_e}{M}\right)\ge E_g .
$$

The bracket is $(M-m_e)/M=(m_e+m_h)/(2m_e+m_h)$. It is positive, so dividing by it preserves the direction of the inequality:

$$
E\ge E_{\rm th},\qquad
E_{\rm th}=E_g\,\frac{2m_e+m_h}{m_e+m_h}.
$$

**Q.** And for equal masses?

**A.** With $m_e=m_h=m$ the fraction is $3m/2m$, so

$$
E_{\rm th}=\frac32E_g .
$$

The incoming electron has one mass unit and the final carriers have three. Common motion with the same momentum then retains one third of the incoming kinetic energy. The remaining two thirds must cover the gap, which gives $\tfrac23E_{\rm th}=E_g$.

**Q.** From which level is this energy counted?

**A.** From the bottom of the conduction band. Counted from the top of the valence band, the same electron lies at $E_{\rm th}+E_g$, which is $5E_g/2$ for equal masses. The two numbers describe the same state, so the reference level has to be stated with the threshold.

**Q.** Here is a more basic objection. I can view the event from a frame that moves with the incoming electron. In that frame it has no kinetic energy, so it can never create a pair. Yet whether a pair is created cannot depend on the observer.

**A.** The event does not depend on the observer, but the parabolic formulas do. They hold in the frame of the lattice. Suppose you tried to change frames by replacing each $\mathbf k_j$ with $\mathbf k_j-m_j\mathbf u$, as for free particles. The momentum law $\mathbf K=\sum_j\mathbf k_j$ would have $\mathbf K-m_e\mathbf u$ on its left and $\sum_j\mathbf k_j-M\mathbf u$ on its right. These differ by

$$
(\mathbf K-m_e\mathbf u)-\Big(\sum_j\mathbf k_j-M\mathbf u\Big)=(M-m_e)\mathbf u=(m_e+m_h)\mathbf u ,
$$

which is zero only for $\mathbf u=0$. The sum of effective masses changes when a pair is created, so the transformation does not carry one permitted event into another. The lattice singles out a frame, and the kinetic energy in the threshold is the one measured there.

**Q.** I accept the inequality. But so far you have shown that below $E_{\rm th}$ nothing can happen. You have not shown that something can happen above it.

**A.** That is correct. At this point $E_{\rm th}$ is a lower bound. To call it the threshold, one has to exhibit an event for each higher energy. Whether an event also exists exactly at the bound is a separate question.

## Second half: permitted events, special cases and limits

**A.** The symbols are these. The gap is $E_g$, the band masses are $m_e$ and $m_h$, and $M=2m_e+m_h$. The incoming electron has wave vector $\mathbf K$ and kinetic energy $E=K^2/2m_e$ above the conduction edge. The final carriers are two electrons, $\mathbf k_1$ and $\mathbf k_2$, and a hole, $\mathbf k_h$. The conservation laws are $\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h$ and $E=E_g+T$. The final kinetic energy $T$ equals $K^2/2M$ plus the non-negative energy of motion relative to the common velocity $\mathbf V=\mathbf K/M$. From this followed the necessary condition

$$
E\ge E_{\rm th}=E_g\frac{2m_e+m_h}{m_e+m_h}.
$$

**Q.** Show me an event at an energy above this bound.

**A.** After the gap and the common motion have been paid for, the energy left for relative motion is

$$
W=E-E_g-\frac{K^2}{2M}=E\,\frac{m_e+m_h}{M}-E_g
=\frac{m_e+m_h}{M}\,(E-E_{\rm th}).
$$

The second form uses $K^2=2m_eE$, and the third uses $E_g=E_{\rm th}(m_e+m_h)/M$. For $E\ge E_{\rm th}$ this $W$ is not negative. Put all of it into a recoil of the two electrons against each other:

$$
\mathbf k_1=m_e\mathbf V+\mathbf q,\qquad
\mathbf k_2=m_e\mathbf V-\mathbf q,\qquad
\mathbf k_h=m_h\mathbf V .
$$

The sum is $(2m_e+m_h)\mathbf V=M\mathbf V=\mathbf K$, so momentum is conserved for any $\mathbf q$. In the kinetic energy the cross terms $\pm2m_e\mathbf V\cdot\mathbf q$ of the two electrons cancel, and

$$
T=\frac{2m_e^2V^2+2q^2}{2m_e}+\frac{m_hV^2}{2}
=\frac{MV^2}{2}+\frac{q^2}{m_e}.
$$

Since $MV^2/2=K^2/2M$, energy is conserved if $q^2/m_e=W$, that is,

$$
q=\sqrt{m_eW}.
$$

The direction of $\mathbf q$ is free. An event therefore exists for every $E\ge E_{\rm th}$, within the parabolic model, and the bound is the threshold.

**Q.** At the threshold itself $W=0$, so $\mathbf q=0$ and both electrons have the same wave vector. Does the Pauli principle not forbid that?

Within the parabolic model, the conservation laws rule out pair production below $E_{\rm th}$ and can be satisfied at every energy from $E_{\rm th}$ upward. Still to come are the Pauli question at the threshold itself, the limits of heavy and light holes, pair production by holes, a numerical example with checks, and the limits of the model.
